# When Symmetry Allows Interlayer Dzyaloshinskii-Moriya Coupling, and Along Which Direction, part 2

Two uniformly magnetized layers are separated by a spacer. Their unit magnetizations are \(\mathbf m_1\) (lower layer) and \(\mathbf m_2\) (upper layer), and \(\hat z\) is the film normal. The coupling is bilinear, with a real matrix \(K\), and may be counted per unit cell or per unit area:
\[
E=\sum_{ab}m_{1a}K_{ab}m_{2b}.
\]
The antisymmetric part of \(K\) is the interlayer Dzyaloshinskii-Moriya interaction (DMI), with vector \(\mathbf D\):
\[
E_D=\mathbf D\cdot(\mathbf m_1\times\mathbf m_2),\qquad
\mathbf D=\chi\hat z+\hat z\times\mathbf P .
\]

Let \(G\) be the point group of the stack with its magnetizations removed. Its operations \(R\) require
\[
\mathbf D=s\det(R)\,R\,\mathbf D ,
\]
where \(s=+1\) if the layers stay in place and \(s=-1\) if they are exchanged. The number \(\chi\) is allowed only in a chiral stack. The in-plane vector \(\mathbf P\) is allowed if the in-plane part \(Q\) of every operation leaves it fixed.

If the spacer atoms of a \(C_{4v}\) stack are shifted sideways by a small vector \(\mathbf u\), symmetry requires
\[
\mathbf P(Q\mathbf u)=Q\,\mathbf P(\mathbf u),
\]
and to first order, with a single coefficient \(c\),
\[
\mathbf P=c\,\mathbf u,\qquad \mathbf D_\parallel=c\,\hat z\times\mathbf u .
\]
There is no linear \(\chi\).

The numerical tests use a tight-binding film: magnetic atoms with s orbitals in an exchange field, and spacer atoms with p orbitals and spin-orbit coupling. The spin-orbit strength is 0.5 eV, the exchange strength 0.1 eV, the electronic \(k_BT\) 0.1 eV, and the mesh of wave vectors \(6\times6\). These parameters describe no particular material, and the sizes found on this coarse mesh are not converged. The printed results at the end also include earlier checks of the symmetry rule, among them counts of the subgroups of \(D_{4h}\) and \(D_{6h}\), the full point groups of a square and a hexagonal film, that allow DMI.

Q: Does the direction really follow \(\mathbf u\) when \(\mathbf u\) is not along a crystal axis?

A: To first order it does. I displaced the spacer atom of the tight-binding film by 0.01 lattice constants at 25° to the \(x\) axis. The computed \(\mathbf D\) was 0.21° away from the line of \(\hat z\times\mathbf u\). Doubling the displacement from 0.005 to 0.01 lattice constants multiplied \(|\mathbf D|\) by 2.02. The coefficient was \(c=140\) µeV per lattice constant on the \(6\times6\) mesh. A finer mesh gives a value several times larger, so this number should not be used as an estimate; the direction and the linear growth are what the test shows.

The small deviations are compatible with the next term. The half turn gives \(\mathbf P(-\mathbf u)=-\mathbf P(\mathbf u)\), which excludes a quadratic term, so the corrections to \(\mathbf P\) begin at third order. For a large displacement in a general direction, no mirror remains and the direction need not follow \(\hat z\times\mathbf u\).

Q: I can picture \(\mathbf P\) as a direction in the film. What does it do to the magnetizations?

A: Expand the energy with the identity \((\mathbf a\times\mathbf b)\cdot(\mathbf c\times\mathbf d)=(\mathbf a\cdot\mathbf c)(\mathbf b\cdot\mathbf d)-(\mathbf a\cdot\mathbf d)(\mathbf b\cdot\mathbf c)\):
\[
(\hat z\times\mathbf P)\cdot(\mathbf m_1\times\mathbf m_2)
=m_{1z}(\mathbf P\cdot\mathbf m_2)-m_{2z}(\mathbf P\cdot\mathbf m_1).
\]
If \(\mathbf m_1\) is held along \(+\hat z\), the energy of the second layer is \(\mathbf P\cdot\mathbf m_2\). That is the energy of a moment in a field along \(-\mathbf P\). Reversing \(\mathbf m_1\) reverses the field. The up or down state of one layer thus acts on the other as an in-plane field.

Q: Let us have a device, then. Take two perpendicular layers coupled antiparallel.

A: Let both layers have magnetization \(M\) and thickness \(t\). Choose \(\mathbf P=p\hat x\) with \(p>0\), so \(\mathbf D=p\hat y\), and set \(\chi=0\). The energy per area is
\[
E=J\,\mathbf m_1\cdot\mathbf m_2+\mathbf D\cdot(\mathbf m_1\times\mathbf m_2)
-k(m_{1z}^2+m_{2z}^2).
\]
A positive \(J\) favours antiparallel alignment. A positive \(k\) favours the normal; it is the anisotropy energy per area of one layer, with the layer's own demagnetizing energy included.

Let \(\delta\) be the departure from antiparallel alignment, so \(\mathbf m_1\cdot\mathbf m_2=-\cos\delta\) and \(|\mathbf m_1\times\mathbf m_2|=\sin\delta\), with \(0\le\delta\le\pi\).

Q: You could now assume that both vectors lie in the \(xz\) plane. I would not accept the assumption.

A: It can be avoided by bounding each term at fixed \(\delta\). The DMI energy is at least \(-p\sin\delta\), reached when \(\mathbf m_1\times\mathbf m_2\) points along \(-\hat y\). For the anisotropy, note that
\[
m_{1z}^2+m_{2z}^2=\hat z^T(\mathbf m_1\mathbf m_1^T+\mathbf m_2\mathbf m_2^T)\hat z .
\]
The matrix in brackets has eigenvectors \(\mathbf m_1\pm\mathbf m_2\) with eigenvalues \(1\pm\mathbf m_1\cdot\mathbf m_2\), and eigenvalue zero along the cross product. Its largest eigenvalue is \(1+|\cos\delta|\). Therefore
\[
E\ge -J\cos\delta-p\sin\delta-k(1+|\cos\delta|).
\]
For \(\delta\le\pi/2\), the right side is
\[
-k-(J+k)\cos\delta-p\sin\delta\ \ge\ -k-\sqrt{(J+k)^2+p^2}.
\]
The last value is reached when \((\cos\delta,\sin\delta)\) is parallel to \((J+k,p)\), which means
\[
\boxed{\tan\delta=\frac{p}{J+k}}
\]
For \(\delta>\pi/2\), \(\cos\delta=-|\cos\delta|\), and the bound becomes
\[
-k+(J-k)|\cos\delta|-p\sin\delta\ \ge\ -k-\sqrt{(J-k)^2+p^2}.
\]
This lies higher, because \(|J-k|<J+k\) for positive \(J\) and \(k\). The canted state is therefore the lowest state of this model, provided that both separate bounds can be reached together.

Q: Can they?

A: Yes. The anisotropy bound needs \(\mathbf m_1-\mathbf m_2\) along \(\pm\hat z\), and the DMI bound needs the cross product along \(-\hat y\). The first condition makes the in-plane components equal, and the second puts both vectors in the \(xz\) plane:
\[
\mathbf m_1=(q,0,\eta\cos\tfrac\delta2),\qquad
\mathbf m_2=(q,0,-\eta\cos\tfrac\delta2),\qquad |q|=\sin\tfrac\delta2 .
\]
Here \(\eta=+1\) means \(\mathbf m_1\) up and \(\eta=-1\) means \(\mathbf m_1\) down. The cross product has
\[
(\mathbf m_1\times\mathbf m_2)_y=m_{1z}m_{2x}-m_{1x}m_{2z}=2\eta q\cos\tfrac\delta2 .
\]
For this to be negative, \(q=-\eta\sin(\delta/2)\). The net moment is then
\[
Mt(\mathbf m_1+\mathbf m_2)=-2\eta Mt\sin\tfrac\delta2\,\hat x .
\]
It points along \(-\mathbf P\) when \(\mathbf m_1\) is up and along \(+\mathbf P\) when \(\mathbf m_1\) is down. The two states have equal energy in zero field.

Q: So an in-plane field could choose between up-down and down-up. How strongly?

A: A field \(B\) along \(\mathbf P\) adds \(-MtB(m_{1x}+m_{2x})=2\eta MtB\sin(\delta/2)\). At a minimum, a small shift of the vectors changes the energy only at second order, so the first-order change is this term evaluated in the unshifted state. The splitting is
\[
\Delta E=E_{\rm up}-E_{\rm down}\simeq4MtB\sin\frac\delta2 .
\]
Reversing \(B\) and both magnetizations leaves the energy unchanged, so \(E_{\rm up}(B)=E_{\rm down}(-B)\). The difference is odd in \(B\), and its next correction is cubic.

Q: Put in numbers that an engineer would recognize.

A: Consider a perpendicular synthetic antiferromagnet of Pt/Co layers with a Ru spacer. I take rough values: \(M=1.2\) MA/m, \(t=1.0\) nm, \(J=0.30\), \(k=0.20\) and \(p=0.03\) mJ/m². Then
\[
\tan\delta=\frac{0.03}{0.30+0.20}=0.06,\qquad \delta=3.43^\circ .
\]
The net moment is \(2\sin(\delta/2)=0.060\) of one layer's moment. The DMI acts on one layer like an in-plane field
\[
\frac{p}{Mt}=\frac{0.03\ \text{mJ/m}^2}{1.2\ \text{mA}}=25\ \text{mT}.
\]
For \(B=20\) mT, \(MtB=24\) µJ/m², and
\[
\Delta E=4\times24\times0.030=2.88\ \text{µJ/m}^2 .
\]
Free minimization over both vectors, without restricting them to a plane, gives the same canting angle and a splitting of 2.875 µJ/m², against 2.876 from the unrounded formula.

A disc of 100 nm diameter has an area of \(7.85\times10^{-15}\) m². At 300 K the splitting is then 5.45 \(k_BT\) for the whole disc. This is a preference between two states. It is not a switching barrier, and it does not show that a 20 mT field alone would reverse the disc.

Q: Suppose the stack is chiral instead, with \(\mathbf D=\chi\hat z\). Would the layers cant as well?

A: Not for a small \(\chi\). Near the state with \(\mathbf m_1\) up and \(\mathbf m_2\) down, let \(\mathbf a\) and \(\mathbf b\) be the small in-plane parts of \(\mathbf m_1\) and \(\mathbf m_2\). To second order, \(m_{1z}=1-a^2/2\) and \(m_{2z}=-1+b^2/2\), so
\[
E-E_0=\frac J2|\mathbf a+\mathbf b|^2+k(a^2+b^2)+\chi\,\hat z\cdot(\mathbf a\times\mathbf b).
\]
No linear term drives a canting. Define \(\mathbf S=\mathbf a+\mathbf b\) and \(\mathbf d=\mathbf a-\mathbf b\). Then \(a^2+b^2=(S^2+d^2)/2\) and \(\mathbf a\times\mathbf b=-\tfrac12\mathbf S\times\mathbf d\), giving
\[
E-E_0=\frac{J+k}2S^2+\frac k2d^2-\frac\chi2\,\hat z\cdot(\mathbf S\times\mathbf d).
\]
The last term is at worst \(-|\chi|Sd/2\). The form stays positive if \(\chi^2<4k(J+k)\), which here means \(|\chi|<0.63\) mJ/m². A value of 0.03 mJ/m² leaves the perpendicular state uncanted.

If the magnetizations are instead confined to the film plane, with no anisotropy within it, the energy is \(-J\cos\delta-|\chi|\sin\delta\) for the favoured sense of rotation. Then \(\tan\delta=|\chi|/J\). The geometry of the magnetizations decides which component of \(\mathbf D\) shows itself at first order.

Q: The low symmetry that allows \(\mathbf P\) also allows other terms. Could they produce the same canting?

A: With a mirror normal to \(y\), the symmetric part of \(K\) may contain
\[
E_g=g(m_{1x}m_{2z}+m_{1z}m_{2x}).
\]
For \(\mathbf m_1\) up and \(\mathbf m_2\) down, this is \(g(m_{2x}-m_{1x})\) to first order. It pushes the two in-plane components in opposite directions, which turns the antiparallel pair as a whole. With equal layers it gives no net moment at first order. DMI instead gives \(p(m_{1x}+m_{2x})\), which pushes both components the same way.

Tilted easy axes are a more serious rival. Let the axes of the two layers tilt towards \(\mathbf P\) by small angles \(\tau_1\) and \(\tau_2\). For \(\mathbf m_1\) up and \(\mathbf m_2\) down, the anisotropy then adds the linear terms \(-2k(\tau_1m_{1x}-\tau_2m_{2x})\). The part that pushes both components the same way is \(-k(\tau_1-\tau_2)(m_{1x}+m_{2x})\). It has the form of the DMI term and also changes sign in the down-up state, so \(p\) is replaced by \(p-k(\tau_1-\tau_2)\). A difference of 1° between the axes changes \(p\) by 0.0035 mJ/m², about 12% of its value here. The canting alone therefore does not prove DMI. Reversing only layer 1 removes part of the ambiguity: the DMI field on layer 2 reverses, while the effect of layer 2's own axis does not. It does not remove all of it. Layer 1 lies close to its own tilted axis, so its in-plane component reverses with it and acts on layer 2 through \(J\), as a term of about \(J\tau_1m_{2x}\) that has the form of the DMI term. For \(\tau_1=1^\circ\), \(J\tau_1=0.005\) mJ/m², about 17% of \(p\). The tilts must therefore be known independently. With \(J>k\), as in this example, the parallel state is also unstable in zero field, so layer 1 would have to be held.

A tilt common to both layers turns the pair as a whole, but it can give a false signal if the moments differ. Let the difference be a fraction \(f\) of \(Mt\), and let the axis tilt by \(\tau\) towards the field. The net in-plane moment is \(fMt\sin\tau\), with opposite signs in the two states, so the false splitting is \(2fMtB\sin\tau\). Relative to the DMI splitting it is
\[
\frac{f\sin\tau}{2\sin(\delta/2)}=0.0058
\]
for \(f=0.02\) and \(\tau=1^\circ\). The ratio is proportional to \(f\). A mismatch of 20% with a tilt of 5° would raise it to about 0.29, so comparable moments matter if the splitting is to be read as evidence of DMI.

Q: You have also ignored the stray fields of a finite disc.

A: Treat each perpendicular disc as a current loop around its rim, with current \(Mt\) and centre planes separated by 2 nm. The mutual inductance gives a dipolar coupling \(w=0.038\) mJ/m², which favours parallel normal components. I include it as
\[
E_{\rm dip}=-w\,m_{1z}m_{2z}+\frac w2(m_{1x}m_{2x}+m_{1y}m_{2y}).
\]
The factor \(1/2\) follows because the dipolar interaction between separate bodies has zero trace. In the canted state,
\[
E_{\rm dip}=w\cos^2\frac\delta2+\frac w2\sin^2\frac\delta2
=\frac{3w}4+\frac w4\cos\delta .
\]
Thus \(J+k\) becomes \(J+k-w/4\), and the canting rises from 3.43° to 3.50°.

A biquadratic coupling \(\beta(\mathbf m_1\cdot\mathbf m_2)^2=\beta\cos^2\delta\) changes the stationarity condition to
\[
(J+k)\sin\delta-p\cos\delta-2\beta\sin\delta\cos\delta=0 .
\]
For small \(\delta\), \(\tan\delta\simeq p/(J+k-2\beta)\). With \(\beta=0.01\) mJ/m², the canting is 3.58°.

Q: And temperature?

A: Near the minimum, the energy as a function of \(\delta\) has curvature \(\sqrt{(J+k)^2+p^2}\), about 0.50 mJ/m². To quadratic order \(\delta\) does not mix with the common rotation in the \(xz\) plane or with displacements along \(y\). Equipartition for a disc of area \(a_{\rm d}\) gives
\[
\delta_{\rm rms}=\sqrt{\frac{k_BT}{a_{\rm d}\sqrt{(J+k)^2+p^2}}}=1.86^\circ
\]
at 300 K. This is more than half the mean canting. An instantaneous angle is therefore a poor measure of \(p\) in such a disc. The quantity to average over time is the component of the net moment along \(\mathbf P\). Averaging the angle \(\delta\) itself would overestimate the canting, because fluctuations along \(y\) also increase \(\delta\), whichever way they point.

Q: How close is this to a real stack?

A: The values of \(M\), \(t\), \(k\) and \(J\) are ordinary for thin Pt/Co stacks with a Ru spacer, although \(J\) varies strongly with spacer thickness. For the interlayer DMI, some thousandths to a few hundredths of a mJ/m² is a reasonable rough scale, so the value \(p=0.03\) mJ/m² and its field of 25 mT lie at the strong end. With half the value of \(p\), and \(J\) and \(k\) held fixed, the canting would be 1.7°.

The assumption most at risk is uniform reversal. For an exchange stiffness of 15 pJ/m, the domain-wall width \(\pi\sqrt{A_{\rm ex}t/k}\) is 27 nm, well below the disc diameter of 100 nm. Reversal can then proceed through a wall. The static canting may still be nearly uniform, but a switching field cannot be taken from this two-vector model. If a wall first reverses a region of diameter 27 nm, the splitting energy of that region is smaller by the area ratio \((27/100)^2\), or about 0.4 \(k_BT\) instead of 5.45 \(k_BT\).

Q: Last objection. Many devices pin one layer with an antiferromagnet. Its frozen spins are magnetic, so may I still use the nonmagnetic symmetry group?

A: Not without change. The frozen spins belong to the surroundings, so \(G\) must be reduced to the operations that preserve them. An operation may also be combined with time reversal if the combination preserves them. Time reversal changes the signs of both \(\mathbf m_1\) and \(\mathbf m_2\), and a bilinear energy does not notice this. Such a combined operation therefore imposes the same condition on \(\mathbf D\) as its spatial part \(R\).

Pinning can also add a term linear in one magnetization, \(-\mathbf h\cdot\mathbf m_1\), which is the exchange bias. With \(\mathbf m_2\) held fixed, the DMI also acts on \(\mathbf m_1\) as a constant field, so a loop shift alone does not separate the two. Reversing \(\mathbf m_2\), with the frozen spins unchanged, does more: the DMI field reverses and \(\mathbf h\) does not. The ordinary coupling \(J\) also reverses, but its field is along \(\mathbf m_2\). For \(\mathbf m_2\) along the normal, the DMI field is in the plane. An in-plane shift that reverses with \(\mathbf m_2\) can still contain the symmetric term \(g\), so it must be compared with the shift found when the roles of the layers are exchanged: under that exchange the \(g\) term keeps its sign and the DMI term changes it. This comparison assumes that the reversed layer points along the normal; a small tilt \(\tau\) of that layer adds an in-plane term \(J\tau\) that reverses with it. The numerical output gives the remaining film symmetries and the values used here.

## Computed results

```
D4h: subgroups 35, with DMI allowed 19
D6h: subgroups 54, with DMI allowed 29
Film model: spin-orbit 0.5 eV, exchange 0.1 eV, electron kT 0.1 eV, mesh 6x6
Film symmetry: operations, allowed dimension, D (x,y,z) in micro-eV per cell
  C4v: 8, 0, (0.000, 0.000, 0.000)
  Cs, mirror normal y: 2, 1, (0.000, -98.027, 0.000)
  C2v, axis x: 4, 1, (0.000, -112.872, 0.000)
  Cs, mirror normal z: 2, 2, (-85.009, -150.483, 0.000)
  Ci: 2, 0, (0.000, 0.000, 0.000)
  C2, axis x: 2, 2, (0.000, 37.258, 98.833)
  C2, axis z: 2, 1, (0.000, 0.000, 4.509)
  D2: 4, 1, (0.000, 0.000, -87.136)
  S4: 4, 0, (0.000, 0.000, 0.000)
  C3, axis z: 3, 1, (0.000, 0.000, -0.058)
  glide, normal y: 2, 1, (0.000, -3.507, 0.000)
  C1: 1, 3, (-41.879, 22.204, -33.063)
Largest forbidden part of D / largest |K|: 3.9e-15
Vertical-mirror film: isotropic coupling 16.73 micro-eV per cell
Same film, exchange 1.0 eV: D_y = 1.2081 meV per cell
D_y ratio when a weak spin-orbit coupling is doubled: 2.0018
C4v film: largest single-bond |D| 4.8129 micro-eV; |sum|/largest 1.6e-14
Displacement 0.01 a at 25 deg: D is 0.207 deg from +-(z x u)
  c = 139.55 micro-eV per lattice constant; |D| ratio for doubled u 2.0190
Example: J 0.3, anisotropy k 0.2, |P| 0.03 mJ/m^2
  Ms 1.2 MA/m, layer 1.0 nm, spacer 1.0 nm, disc diameter 100 nm
Canting from antiparallel: formula 3.434 deg, minimization 3.434 deg
Net moment / one layer moment along P: m1 up -0.0599, m1 down 0.0599
DMI field |P|/(Ms t): 25.0 mT
State splitting in 20 mT: formula 2.876, minimization 2.875 microJ/m^2
Splitting of the whole disc at 300 K: 5.45 kT
Neglected dipolar coupling 0.0380 mJ/m^2: canting becomes 3.500 deg
Neglected biquadratic term 0.01 mJ/m^2: canting becomes 3.576 deg
Thermal rms fluctuation of the canting angle: 1.86 deg
False splitting (2% moment mismatch, 1 deg tilt) / true: 0.0058
Domain-wall width for stiffness 15 pJ/m: 27.2 nm
```
